# Image energy of an electron beside a thin metal half-plane

## Result and assumptions

A thin, grounded, perfectly conducting sheet fills a half-plane. A point charge $q$ lies in the plane of the sheet, outside it, at distance $a$ from its straight edge. The surrounding medium is uniform, with permittivity $\varepsilon$. The image energy is

$$U_{\rm edge}=-\frac{q^2}{8\pi^2\varepsilon a}.$$

A charge at distance $a$ from a full metal plane has

$$U_{\rm plane}=-\frac{q^2}{16\pi\varepsilon a},\qquad \frac{U_{\rm edge}}{U_{\rm plane}}=\frac{2}{\pi}.$$

The sheet has zero thickness, and $a$ is small compared with its width and length. Energies are measured from the charge at infinity. The ratio compares energies at equal distance; the lowering of a contact barrier follows a different power, found below.

## Coordinates and Sommerfeld's function

Let the edge be the $y$ axis, and let $r,\phi$ be polar coordinates in the plane perpendicular to it. The two faces of the sheet are $\phi=0$ and $\phi=2\pi$, and the space outside the metal is $0<\phi<2\pi$. The source is at $r=r_0$, $\phi=\phi_0$, $y=0$. For an angle difference $\delta$ define

$$R^2=r^2+r_0^2-2rr_0\cos\delta+y^2,\qquad w=2\sqrt{rr_0}\,\cos\frac{\delta}{2},$$

$$W(\delta)=\frac1R\left[\frac12+\frac1\pi\arctan\frac wR\right].$$

$R$ has period $2\pi$ in $\delta$, but $w$ changes sign after $2\pi$ and returns after $4\pi$. So $W$ lives on two copies of space joined through the sheet, which lets a source exist on one copy and be absent from the other.

## Why the function is harmonic

The term $1/(2R)$ is harmonic away from $R=0$. It remains to treat $F=R^{-1}\arctan(w/R)$.

Measure the polar angle from the direction of the source and put $\zeta=re^{i\delta}$. Then $w=2\sqrt{r_0}\,\mathrm{Re}\sqrt\zeta$ is the real part of an analytic function, so $\nabla^2w=0$. Its gradient obeys

$$|\nabla w|^2=4r_0\left|\frac{1}{2\sqrt\zeta}\right|^2=\frac{r_0}{r}.$$

Let $\mathbf R$ be the vector from source to field point. Since $w$ does not depend on $y$, only the part of $\mathbf R$ perpendicular to the edge matters. That part is the field point's position minus the source's position. The first contributes $r\,\partial_rw=w/2$. The second contributes $r_0$ times the derivative of $w$ along the source direction:

$$r_0\cdot2\sqrt{r_0}\,\mathrm{Re}\frac1{2\sqrt\zeta}
=r_0\sqrt{\frac{r_0}{r}}\cos\frac\delta2=\frac{r_0w}{2r}.$$

Hence

$$\mathbf R\cdot\nabla w=\frac w2\left(1-\frac{r_0}{r}\right).$$

Now regard $F$ as a function of $R$ and $w$, and write $S^2=R^2+w^2$. The chain rule, with $\nabla R=\mathbf R/R$ and $\nabla^2w=0$, gives

$$\nabla^2F=\frac1R\frac{\partial^2(RF)}{\partial R^2}
+\frac{2}{R}\frac{\partial^2F}{\partial R\,\partial w}\,\mathbf R\cdot\nabla w
+\frac{\partial^2F}{\partial w^2}|\nabla w|^2.$$

The derivatives are

$$\frac{\partial(RF)}{\partial R}=-\frac{w}{S^2},\qquad
\frac{\partial^2(RF)}{\partial R^2}=\frac{2Rw}{S^4},$$

$$\frac{\partial F}{\partial w}=\frac1{S^2},\qquad
\frac{\partial^2F}{\partial R\,\partial w}=-\frac{2R}{S^4},\qquad
\frac{\partial^2F}{\partial w^2}=-\frac{2w}{S^4}.$$

Therefore

$$\nabla^2F=\frac{1}{S^4}\left[2w-4\,\mathbf R\cdot\nabla w-2w|\nabla w|^2\right]$$

$$=\frac1{S^4}\left[2w-2w+\frac{2wr_0}{r}-\frac{2wr_0}{r}\right]=0.$$

## One source and two grounded faces

The point $R=0$ occurs on both copies of space. Near $\delta=0$ we have $w>0$, and $\arctan(w/R)=\pi/2-\arctan(R/w)$ gives

$$W=\frac1R-\frac1{\pi R}\arctan\frac Rw
\;\longrightarrow\;\frac1R-\frac1{\pi w}.$$

This is a unit source plus a finite part. Near $\delta=2\pi$ we have $w<0$, and

$$W=\frac1{\pi R}\arctan\frac{R}{|w|}\;\longrightarrow\;\frac1{\pi|w|}.$$

This is finite. Its expansion contains only even powers of $R$, so it is smooth there and hides no source.

The potential is

$$\Phi=\frac{q}{4\pi\varepsilon}\left[W(\phi-\phi_0)-W(\phi+\phi_0)\right],$$

where each $W$ is evaluated with its own $R$ and $w$.

- At $\phi=0$ the terms cancel because $W$ is even in $\delta$.
- At $\phi=2\pi$ they cancel because $W(2\pi+\phi_0)=W(\phi_0-2\pi)=W(2\pi-\phi_0)$, by the period $4\pi$ and evenness.
- Outside the metal, $\phi-\phi_0$ lies between $-2\pi$ and $2\pi$, so the first term has one source, at $\phi=\phi_0$. The angle $\phi+\phi_0$ lies between $0$ and $4\pi$, so the second term has none.

At the edge $w\to0$ in both terms, their $R$ values agree, and $\Phi\to0$ continuously. At infinity $\Phi\to0$. The difference between two such solutions would be harmonic, continuous, zero on the metal and zero at infinity. By the maximum principle it vanishes, so this is the required potential.

## From potential to image energy

Remove the charge's own potential $q/(4\pi\varepsilon R)$ and let the field point reach the source. There $w=2r_0$, so the first term leaves $-1/(2\pi r_0)$.

Take $0<\phi_0<\pi$; the other side follows by reflection. In the second term $R=2r_0\sin\phi_0$ and $w=2r_0\cos\phi_0$. Since $\arctan(\cot\phi_0)=\pi/2-\phi_0$,

$$W(2\phi_0)=\frac{1}{2r_0\sin\phi_0}\left[\frac12+\frac1\pi\left(\frac\pi2-\phi_0\right)\right]
=\frac{\pi-\phi_0}{2\pi r_0\sin\phi_0}.$$

The induced potential at the charge is therefore

$$\Phi_{\rm ind}=-\frac{q}{8\pi^2\varepsilon r_0}\left[1+\frac{\pi-\phi_0}{\sin\phi_0}\right].$$

It is proportional to $q$. Building up the charge in place costs $\int_0^q\Phi_{\rm ind}(q')\,dq'=q\Phi_{\rm ind}/2$ more than building it up at infinity. The grounded metal stays at zero potential, so its supply does no work. Thus

$$U=-\frac{q^2}{16\pi^2\varepsilon r_0}\left[1+\frac{\pi-\phi_0}{\sin\phi_0}\right].$$

Three cases show what this means.

- **Close to a face**, $\phi_0\to0$. The bracket tends to $\pi/\sin\phi_0$. With height $h=r_0\sin\phi_0$ we get $-q^2/(16\pi\varepsilon h)$, the full-plane energy.
- **Directly above the edge**, $\phi_0=\pi/2$. The bracket is $1+\pi/2$, and the ratio to a full plane at distance $r_0$ is $1/2+1/\pi$.
- **Coplanar**, $\phi_0\to\pi$. Since $(\pi-\phi_0)/\sin\phi_0\to1$, the bracket is 2. With $r_0=a$ this is the stated $U_{\rm edge}$, and the ratio is $2/\pi$.

The ratio must be below one. The half-plane fits inside a solid metal half-space whose flat surface passes through the edge, at right angles to the sheet. For $q>0$ the sheet's potential is nonnegative on that surface, where the half-space would hold it at zero. By the maximum principle the half-space gives the lower potential at the charge, and so the deeper energy.

## The same energy from the surface charge

For the coplanar charge both terms have the same $R$ and opposite $w$, so

$$\Phi=\frac{q}{2\pi^2\varepsilon R}\arctan\frac{2\sqrt{ar}\,\sin(\phi/2)}{R}.$$

Let $\xi$ be the depth into the sheet from its edge, and $u=a+\xi$. On the face $\phi=0$ the charge density is $-(\varepsilon/\xi)\,\partial_\phi\Phi$. Near this face the arctangent is $\sqrt{a\xi}\,\phi/R$ to first order. The two faces carry equal charge, and together

$$\sigma=-\frac{q}{\pi^2R^2}\sqrt{\frac a\xi},\qquad R^2=u^2+y^2.$$

The integrals along the edge are

$$\int\frac{dy}{R^2}=\frac{\pi}{u},\qquad
\int\frac{dy}{R^3}=\frac2{u^2},\qquad
\int\frac{dy}{R^5}=\frac4{3u^4}.$$

For the depth integrals put $\xi=a\tan^2\theta$:

$$\int_0^\infty\sqrt{\frac a\xi}\,\frac{d\xi}{u^n}
=2a^{1-n}\int_0^{\pi/2}\cos^{2n-2}\theta\,d\theta,$$

which is $\pi$, $\pi/(2a)$ and $3\pi/(8a^2)$ for $n=1,2,3$.

The total charge is $-(q/\pi^2)\,\pi\,\pi=-q$. The potential at the source is

$$\frac{1}{4\pi\varepsilon}\left(-\frac q{\pi^2}\right)2\,\frac{\pi}{2a}=-\frac{q}{4\pi^2\varepsilon a},$$

in agreement with $\Phi_{\rm ind}$. The pull toward the metal contains the factor $u/R^3$ from Coulomb's law:

$$f=\frac{q^2}{4\pi^3\varepsilon}\,\frac43\,\frac{3\pi}{8a^2}=\frac{q^2}{8\pi^2\varepsilon a^2}.$$

Integrating this attraction from $a$ to infinity gives $U_{\rm edge}=-q^2/(8\pi^2\varepsilon a)$ and confirms the factor one half.

A boundary-element solution of the electrostatic problem, made without Sommerfeld's function, gives a ratio of 0.6367 for zero thickness; $2/\pi=0.6366$.

## Barrier lowering at a contact edge

Let the sheet be a contact buried in a semiconductor, and let $q$ now be the magnitude of the electron's charge. Near the edge a bias symmetric about the sheet has the leading harmonic form $\sqrt r\sin(\phi/2)$, which vanishes on both faces. Measured from the barrier top without bias or image force, the electron's energy is

$$V=-K\sqrt r\,\sin\frac\phi2-\frac{C}{2r}\left[1+\frac{\pi-\phi}{\sin\phi}\right],\qquad C=\frac{q^2}{8\pi^2\varepsilon}.$$

The constant $K$ measures the strength of the edge field. At distance $x$ outward in the plane of the sheet, $V=-K\sqrt x-C/x$. The maximum follows from

$$-\frac{K}{2\sqrt{x_m}}+\frac{C}{x_m^2}=0,\qquad x_m=\left(\frac{2C}{K}\right)^{2/3}.$$

Thus $K\sqrt{x_m}=2C/x_m$, and the barrier is lowered by

$$\Delta=\frac{3C}{x_m}=3C^{1/3}\left(\frac K2\right)^{2/3}.$$

At fixed $K$, replacing the full-plane coefficient by the edge coefficient multiplies the lowering by $(2/\pi)^{1/3}$, not by $2/\pi$.

### The lowest pass

Put $\beta=\pi-\phi$. At fixed angle $V$ has the same form in $r$, with $K$ replaced by $K\cos(\beta/2)$ and $C$ by $(C/2)(1+\beta/\sin\beta)$. The cube of the lowering is therefore proportional to

$$\left(1+\frac{\beta}{\sin\beta}\right)\cos^2\frac\beta2
=\cos^2\frac\beta2+\frac\beta2\cot\frac\beta2.$$

Both terms fall as $\beta$ grows from 0 to $\pi$; for the second, $t\cot t$ has derivative $(\sin t\cos t-t)/\sin^2t<0$. The barrier is thus lowest in the plane. The surface of these maxima recedes to infinity as a face is approached, so it separates the metal from the region beyond, and every escaping path must cross it. The lowest pass is the in-plane maximum.

Its curvature along $x$ is

$$\frac{K}{4x_m^{3/2}}-\frac{2C}{x_m^3}=-\frac{3C}{2x_m^3}.$$

For small $\beta$, $\cos(\beta/2)\simeq1-\beta^2/8$ and $\beta/\sin\beta\simeq1+\beta^2/6$. At $r=x_m$ the energy changes by

$$\frac{2C}{x_m}\frac{\beta^2}{8}-\frac{C}{x_m}\frac{\beta^2}{12}=\frac{C\beta^2}{6x_m}.$$

With $z\simeq x_m\beta$, the curvature normal to the sheet is $+C/(3x_m^3)$. The accompanying change of $r$ is of order $z^2$ and has no effect at this order, because $\partial_rV=0$.

## Worked example

Take relative permittivity 11.7 and an edge field of 0.010 MV/cm at 10 nm. Then $C=0.01959$ eV nm, and the full-plane coefficient is 0.03077 eV nm. At 5 nm,

$$U_{\rm edge}=-\frac{0.01959}{5.0}\ \mathrm{eV}=-3.92\ \mathrm{meV},$$

$$U_{\rm plane}=-\frac{0.03077}{5.0}\ \mathrm{eV}=-6.15\ \mathrm{meV}.$$

The first is $-6.28\times10^{-22}$ J.

The field is $K/(2q\sqrt x)$, so in these units $K=2(0.001)\sqrt{10}=0.006325$ eV/nm$^{1/2}$. The barrier top lies at

$$x_m=\left(\frac{2\times0.01959}{0.006325}\right)^{2/3}\mathrm{nm}=3.37\ \mathrm{nm},$$

and the lowering is $3(0.01959)/3.373$ eV $=17.4$ meV. The image force supplies 5.8 meV of this and the bias 11.6 meV. With the same $K$, the full-plane coefficient would give 20.3 meV. The lowering changes by the factor 0.860, although the image energies at equal distance differ by the factor 0.637.

## Reading the numbers for a real contact

These values suit a thin metallic silicide sheet buried in lightly doped silicon only when the bands bend little. Take a donor density of $10^{15}$ cm$^{-3}$, far below that of heavily doped device contacts, and a very thin sheet of 1 nm. For a sheet much wider than the depletion region, a full-depletion estimate links the chosen edge field to a bending of about 0.06 V. This is only about $2k_BT$ at 300 K, where full depletion is rough; with Boltzmann electrons the bending is about 0.07 V. The Fermi level at this doping lies about 0.27 eV below the conduction band, so at zero bias such a bending means a barrier of only about 0.33 eV; a barrier of 0.65 eV would bend the bands by nearly 0.4 V unless it is forward biased. A bending of 0.3 V would make the edge field 3.3 to 3.5 times as strong and put the barrier top near 1.5 nm, where the sheet thickness matters much more. A real sheet also has a finite thickness. For a 1 nm sheet with a rounded edge, the boundary-element ratio is 0.718 at $x_m$, so the image coefficient is 12.7 % above the thin-sheet value. With the bias field held fixed, the lowering grows to first order by $0.127\times5.8=0.7$ meV, about 4 % of $\Delta$. But a rounded edge also weakens the bias field close to it. For the same field far from the edge, this takes roughly 1 meV off the lowering, so the two effects nearly cancel and the net change is a slight decrease. For a thickness of 400 times the edge distance the ratio is 0.999: the charge then sees nearly a flat metal surface. A stronger field also spoils the thin-sheet model. Since $x_m\propto K^{-2/3}$, ten times the field would put the barrier top at 0.7 nm, less than the sheet thickness. A sheet on an outer surface, with air above, violates the assumption of a uniform medium.

Other corrections differ greatly in size. Inside a flat metal surface the potential falls with depth $s$ as $e^{-s/\lambda}$, where the screening length $\lambda$ is roughly 0.1 nm. Let $\varepsilon_b$ be the permittivity of the metal without its free electrons. Continuity of the normal displacement makes the surface potential equal in size to the outside field times $\lambda\varepsilon/\varepsilon_b$, so the metal acts like an ideal one set back by that length. For $\varepsilon_b=\varepsilon$ the setback is 0.1 nm, or 3 % of $x_m$; for $\varepsilon_b$ near the vacuum value it is about 1.2 nm, a third of $x_m$. At an edge this flat-surface estimate is only a guide, but it shows that the assumption of a perfect conductor can fail here. In a flat junction the depletion charge would change the field over $x_m$ by $5.2\times10^{-5}$ MV/cm, or 0.3 % of the bias field of 0.0172 MV/cm there. At an edge the finite extent of the depletion region matters more: it adds a term in $r^{3/2}$ to the potential, and the full-depletion estimate used above puts the resulting field change at about 2 %.

Quantum motion can also be important. Take the light silicon mass $m$, 0.19 of the free mass, as the severe case. The normal curvature, 0.170 meV/nm$^2$, gives a harmonic zero-point energy

$$E_0=\frac\hbar2\sqrt{\frac{C}{3mx_m^3}}=4.1\ \mathrm{meV},$$

which would offset about a quarter of the lowering. This is only an order of magnitude. Half of $E_0$ is potential energy, so $\langle z^2\rangle=E_0/V_{zz}=4.13/0.170$ nm$^2$, where $V_{zz}$ is that curvature. The spread is 4.9 nm, larger than $x_m$, whereas the expansion requires $z\ll x_m$. The true well is also far too shallow for this level: from the saddle the energy rises by only 0.3 meV along $z$, and by 1.9 meV along the circle $r=x_m$, before it falls again. A dependable correction needs the wave equation in the full potential.

For tunnelling, approximate the barrier top by a parabola of frequency $\omega=\sqrt{3C/(2mx_m^3)}$. At energy $E$ below the top the semiclassical transmission falls as $e^{-2\pi E/\hbar\omega}$, while the thermal population grows as $e^{E/k_BT}$. The two balance at $T=\hbar\omega/(2\pi k_B)$, here about 32 K. This holds only close to the top: at a depth of $3C/(4x_m)=4.4$ meV the parabola already reaches the metal edge, and the actual barrier is wider on its outer side, so deeper tunnelling is weaker than the parabola suggests. At 300 K the product falls with depth, so in this estimate passage near or above the top prevails. The thermal energy is then 25.9 meV, larger than the whole lowering. The lowering raises the Boltzmann factor by $e^{17.4/25.9}\simeq2.0$ at fixed nominal barrier height.

The main values of the worked example are in the numerical output below.

## Computed values

```
TESTS OF THE GREEN FUNCTION (a=1, potential unit q/(4 pi eps a))
largest relative Laplace residual: 2.8e-06
largest potential on the metal faces: 8.3e-17
induced potential at the coplanar charge: -0.318310
energy ratio from the Green function: 0.636620
2/pi: 0.636620
total induced charge / q: -1.000000
potential summed from surface charge: -0.318310
pull, unit q^2/(4 pi eps a^2): 0.159155
boundary-element ratio, zero thickness: 0.6367
boundary-element ratio, thickness 400 a: 0.9989
EXAMPLE: INPUTS
relative permittivity: 11.7
edge distance: 5.0 nm
sheet thickness: 1.0 nm
edge field: 0.010 MV/cm at 10 nm
doping: 1e+15 cm^-3
temperature: 300 K
light electron mass / free mass: 0.19
rough metal screening length: 0.1 nm
EXAMPLE: RESULTS
edge image coefficient C: 0.01959 eV nm
full-plane image coefficient: 0.03077 eV nm
edge image energy at 5 nm: -3.918 meV
full-plane energy at 5 nm: -6.154 meV
edge image energy, converted: -6.277e-22 J
bias strength K: 0.006325 eV/nm^0.5
barrier-top distance x_m: 3.373 nm
barrier lowering at the edge: 17.42 meV
image part of lowering: 5.81 meV
bias part of lowering: 11.62 meV
lowering with full-plane coefficient: 20.25 meV
lowering ratio (2/pi)^(1/3): 0.8603
curvature along x: -0.7658 meV/nm^2
curvature along z: 0.1702 meV/nm^2
NEGLECTED EFFECTS
image ratio, 1 nm sheet, charge at 5 nm: 0.6983
image ratio, 1 nm sheet, charge at x_m: 0.7175
image coefficient rise at 5 nm: 9.7 %
image coefficient rise at x_m: 12.7 %
screening length / x_m: 3.0 %
transverse zero-point energy: 4.13 meV
lowering less zero-point energy: 13.29 meV
thermal energy kT: 25.85 meV
tunnelling crossover temperature: 32.4 K
bias field at x_m: 0.0172 MV/cm
depletion field change over x_m: 5.22e-05 MV/cm
```
